**Parallel conduction in a lined copper line**

A liner of area $A_L$ and resistivity $\rho_L$ beside a copper core of area $A_{Cu}$ and resistivity $\rho_{Cu}$ lowers the line resistance by $\delta=s/(1+s)$, with $s=(\rho_{Cu}/\rho_L)(A_L/A_{Cu})$, relative to the same core in an insulating liner. The program solves the conduction equation on a three-dimensional finite-volume grid and asserts that the parallel law holds for three-sided and four-sided liners contacted at the ends. With only the copper contacted, it asserts that the resistance lies between the parallel value and that of copper alone. For two interface resistivities it also asserts that a coupled-rail formula gives the lowering to within two percent of its value. The width at which $\delta$ reaches 5 % is compared with a direct root search. For a 20 nm by 40 nm trench with a 2 nm liner of 180 µΩ cm and copper of 6 µΩ cm, the output shows a fall from 98.68 to 97.66 Ω/µm, or 1.04 %. A trench filled with copper of the same resistivity would have 75.00 Ω/µm, so the lined line is 30.2 % more resistive than that.

## Check in Python

```python
"""Parallel conduction through a resistive liner around a copper line.

Result under test: a liner of area A_L and resistivity rho_L beside a copper
core of area A_Cu and resistivity rho_Cu lowers the line resistance by
    delta = s/(1+s),   s = (rho_Cu/rho_L)*(A_L/A_Cu),
relative to the same core in an insulating liner. This is also the largest
lowering possible when only the copper is contacted at the line ends.

Symbols: w, h outer trench width and height (nm); t liner thickness (nm);
resistivities in microohm cm; resistance per length in ohm/um;
r_c interface resistivity (ohm m^2); L line length (nm).
The liner covers bottom and side walls, and also the top if top=True.
The formulas are compared with a 3D finite-volume conduction solver.
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.optimize import brentq

W, H, T = 20.0, 40.0, 2.0
RHO_CU, RHO_L = 6.0, 180.0
TO_OHM_PER_UM = 1e4      # (microohm cm)/(nm^2) -> ohm/um


def areas(w, h, t, top=False):
    core = (w - 2*t)*(h - (2*t if top else t))
    return core, w*h - core


def line_resistances(w, h, t, rho_cu, rho_l, top=False):
    """Copper alone, liner alone, both in parallel (ohm/um)."""
    a_cu, a_l = areas(w, h, t, top)
    r_cu = TO_OHM_PER_UM*rho_cu/a_cu
    r_l = TO_OHM_PER_UM*rho_l/a_l
    return r_cu, r_l, 1/(1/r_cu + 1/r_l)


def lowering(w, h, t, rho_cu, rho_l, top=False):
    a_cu, a_l = areas(w, h, t, top)
    s = rho_cu/rho_l*a_l/a_cu
    return s/(1 + s)


def solve_3d(length, r_c, liner_contacted, top=False, d=2.0, dz=4.0):
    """Resistance per length (ohm/um) from div(sigma grad phi) = 0."""
    nx, ny, nz = round(W/d), round(H/d), round(length/dz)
    x = (np.arange(nx) + 0.5)*d
    y = (np.arange(ny) + 0.5)*d
    in_x = (x > T) & (x < W - T)
    in_y = (y > T) & (y < (H - T if top else H))
    copper2d = in_x[:, None] & in_y[None, :]
    copper = np.repeat(copper2d[:, :, None], nz, axis=2)
    sigma = np.where(copper, 1/(RHO_CU*1e-8), 1/(RHO_L*1e-8))
    index = np.arange(nx*ny*nz).reshape(nx, ny, nz)
    dm, dzm = d*1e-9, dz*1e-9
    diagonal = np.zeros(index.size)
    rows, cols, vals = [], [], []
    for axis, step, face in ((0, dm, dm*dzm), (1, dm, dm*dzm),
                             (2, dzm, dm*dm)):
        n = index.shape[axis]
        lo, hi = np.arange(n - 1), np.arange(1, n)
        s1, s2 = sigma.take(lo, axis), sigma.take(hi, axis)
        crosses = copper.take(lo, axis) != copper.take(hi, axis)
        g = face/(step/(2*s1) + step/(2*s2) + r_c*crosses)
        i, j, g = (index.take(lo, axis).ravel(),
                   index.take(hi, axis).ravel(), g.ravel())
        np.add.at(diagonal, i, g)
        np.add.at(diagonal, j, g)
        rows += [i, j]
        cols += [j, i]
        vals += [-g, -g]
    contacted = copper2d | liner_contacted
    g_end = (sigma[:, :, 0]*dm*dm/(dzm/2)*contacted).ravel()
    first, last = index[:, :, 0].ravel(), index[:, :, -1].ravel()
    source = np.zeros(index.size)
    diagonal[first] += g_end
    diagonal[last] += g_end
    source[first] += g_end           # 1 V at the first end, 0 V at the last
    every = np.arange(index.size)
    matrix = coo_matrix((np.concatenate(vals + [diagonal]),
                         (np.concatenate(rows + [every]),
                          np.concatenate(cols + [every])))).tocsc()
    phi = spsolve(matrix, source)
    current_in = np.sum(g_end*(1 - phi[first]))
    current_out = np.sum(g_end*phi[last])
    assert abs(current_in/current_out - 1) < 1e-7
    return 1/current_in/(length*1e-3)


def transfer_length(r_c):
    """Length (nm) over which current spreads from copper into the liner."""
    r_cu, r_l, _ = line_resistances(W, H, T, RHO_CU, RHO_L)
    perimeter = ((W - 2*T) + 2*(H - T))*1e-9
    return 1e9*np.sqrt(r_c/(perimeter*(r_cu + r_l)*1e6))


def rail_lowering(length, r_c):
    x = length/(2*transfer_length(r_c))
    return lowering(W, H, T, RHO_CU, RHO_L)*(1 - np.tanh(x)/x)


def threshold_width(target, aspect, t, rho_cu, rho_l):
    ratio = target/(1 - target)*rho_l/rho_cu
    f = 1/(1 + ratio)
    a, b, c = aspect*(1 - f), -t*(1 + 2*aspect), 2*t*t
    return (-b + np.sqrt(b*b - 4*a*c))/(2*a)


a_cu, a_l = areas(W, H, T)
r_cu, r_l, r_par = line_resistances(W, H, T, RHO_CU, RHO_L)
delta = lowering(W, H, T, RHO_CU, RHO_L)
r_cu4, _, r_par4 = line_resistances(W, H, T, RHO_CU, RHO_L, top=True)
delta4 = lowering(W, H, T, RHO_CU, RHO_L, top=True)
LENGTH = 200.0

# Both metals contacted: the parallel law, with and without interface barrier.
full = solve_3d(LENGTH, 0.0, True)
full_barrier = solve_3d(LENGTH, 1e-12, True)
full4 = solve_3d(LENGTH, 0.0, True, top=True)
assert abs(full/r_par - 1) < 1e-7
assert abs(full_barrier/r_par - 1) < 1e-7
assert abs(full4/r_par4 - 1) < 1e-7
assert abs((1 - full/r_cu) - delta) < 1e-7
assert abs((1 - full4/r_cu4) - delta4) < 1e-7

# Only copper contacted: resistance stays between the two bounds.
barriers = (0.0, 1e-12, 1e-11)
solved = {}
for r_c in barriers:
    r = solve_3d(LENGTH, r_c, False)
    assert r_par < r < r_cu
    solved[r_c] = 1 - r/r_cu
assert solved[0.0] > solved[1e-12] > solved[1e-11]
# Coupled rails neglect potential drops inside each cross-section; with the
# finite grid this leaves an error well below two percent of the lowering.
for r_c in barriers[1:]:
    assert abs(rail_lowering(LENGTH, r_c)/solved[r_c] - 1) < 0.02

# Width at which the lowering reaches five percent, by direct root search.
TARGET, ASPECT = 0.05, H/W


def excess(width):
    cu, _, both = line_resistances(width, ASPECT*width, T, RHO_CU, RHO_L)
    return 1 - both/cu - TARGET


w_star = threshold_width(TARGET, ASPECT, T, RHO_CU, RHO_L)
w_root = brentq(excess, 2*T + 1e-6, 100.0)
assert abs(w_star - w_root) < 1e-8

widths = (10.0, 15.0, 20.0, 30.0, 40.0)
by_width = [lowering(w, ASPECT*w, T, RHO_CU, RHO_L) for w in widths]
rhos = (2.0, 4.0, 6.0, 10.0)
by_rho = [lowering(W, H, T, rho, RHO_L) for rho in rhos]
assert np.all(np.diff(by_width) < 0) and np.all(np.diff(by_rho) > 0)
assert delta < 0.02

r_filled = TO_OHM_PER_UM*RHO_CU/(W*H)
print(f"outer width w = {W:.0f} nm, height h = {H:.0f} nm")
print(f"liner thickness t = {T:.0f} nm")
print(f"copper resistivity = {RHO_CU:.0f} microohm cm")
print(f"liner resistivity = {RHO_L:.0f} microohm cm")
print(f"copper area = {a_cu:.0f} nm^2")
print(f"liner area = {a_l:.0f} nm^2")
print(f"liner share of trench area = {100*a_l/(W*H):.1f} %")
print(f"liner/copper area ratio = {a_l/a_cu:.4f}")
print(f"copper/liner resistivity ratio = {RHO_CU/RHO_L:.5f}")
print(f"conductance ratio s = {r_cu/r_l:.5f}")
print(f"copper alone = {r_cu:.2f} ohm/um")
print(f"liner alone = {r_l:.0f} ohm/um")
print(f"parallel = {r_par:.2f} ohm/um")
print(f"parallel, 3D solver = {full:.2f} ohm/um")
print(f"lowering delta = {100*delta:.2f} %")
print(f"four-sided liner: copper alone = {r_cu4:.2f} ohm/um")
print(f"four-sided liner: parallel = {r_par4:.2f} ohm/um")
print(f"four-sided liner: lowering = {100*delta4:.2f} %")
print(f"trench filled with copper = {r_filled:.2f} ohm/um")
print(f"rise from lost copper area = {r_cu - r_filled:.2f} ohm/um")
print(f"drop from liner conduction = {r_cu - r_par:.2f} ohm/um")
print(f"part of rise returned = {100*(r_cu-r_par)/(r_cu-r_filled):.1f} %")
print(f"net rise over filled trench = {100*(r_par/r_filled-1):.1f} %")
for w, value in zip(widths, by_width):
    print(f"lowering at w = {w:.0f} nm, h = 2w: {100*value:.2f} %")
for rho, value in zip(rhos, by_rho):
    print(f"lowering at rho_Cu = {rho:.0f} microohm cm: {100*value:.2f} %")
print(f"width for {100*TARGET:.0f} % lowering, h = 2w: {w_star:.2f} nm")
print(f"copper-only contacts, line length = {LENGTH:.0f} nm:")
for r_c in barriers[1:]:
    print(f"r_c = {r_c:.0e} ohm m^2: transfer length "
          f"{transfer_length(r_c):.1f} nm")
    print(f"  lowering, 3D solver = {100*solved[r_c]:.3f} %")
    print(f"  lowering, rail formula = {100*rail_lowering(LENGTH, r_c):.3f} %")
print(f"rail formula, r_c = 1e-12 ohm m^2, length 1000 nm: "
      f"{100*rail_lowering(1000.0, 1e-12):.3f} %")
print("all tests passed")
```

It prints:

```
outer width w = 20 nm, height h = 40 nm
liner thickness t = 2 nm
copper resistivity = 6 microohm cm
liner resistivity = 180 microohm cm
copper area = 608 nm^2
liner area = 192 nm^2
liner share of trench area = 24.0 %
liner/copper area ratio = 0.3158
copper/liner resistivity ratio = 0.03333
conductance ratio s = 0.01053
copper alone = 98.68 ohm/um
liner alone = 9375 ohm/um
parallel = 97.66 ohm/um
parallel, 3D solver = 97.66 ohm/um
lowering delta = 1.04 %
four-sided liner: copper alone = 104.17 ohm/um
four-sided liner: parallel = 102.83 ohm/um
four-sided liner: lowering = 1.28 %
trench filled with copper = 75.00 ohm/um
rise from lost copper area = 23.68 ohm/um
drop from liner conduction = 1.03 ohm/um
part of rise returned = 4.3 %
net rise over filled trench = 30.2 %
lowering at w = 10 nm, h = 2w: 2.76 %
lowering at w = 15 nm, h = 2w: 1.51 %
lowering at w = 20 nm, h = 2w: 1.04 %
lowering at w = 30 nm, h = 2w: 0.64 %
lowering at w = 40 nm, h = 2w: 0.46 %
lowering at rho_Cu = 2 microohm cm: 0.35 %
lowering at rho_Cu = 4 microohm cm: 0.70 %
lowering at rho_Cu = 6 microohm cm: 1.04 %
lowering at rho_Cu = 10 microohm cm: 1.72 %
width for 5 % lowering, h = 2w: 7.27 nm
copper-only contacts, line length = 200 nm:
r_c = 1e-12 ohm m^2: transfer length 33.9 nm
  lowering, 3D solver = 0.690 %
  lowering, rail formula = 0.691 %
r_c = 1e-11 ohm m^2: transfer length 107.1 nm
  lowering, 3D solver = 0.224 %
  lowering, rail formula = 0.225 %
rail formula, r_c = 1e-12 ohm m^2, length 1000 nm: 0.971 %
all tests passed
```
